**Friedel sum rule, conductance and Wilson ratio of an SU(4) quantum dot**

The program tests the zero-temperature conductance $(e^2/h)\,4\sin^2(\pi n/4)$ for equal leads and the Kondo-limit Wilson ratio $N/(N-1)=4/3$, where $n$ is the dot occupation and $N=4$ the number of flavours. It solves the interacting dot by the numerical renormalization group, with free-level half-width $\Delta$ and repulsion $U$ per electron pair. Occupations come from the ground-state wavefunction, and phase shifts from the energies for adding and removing one electron. The program asserts that the two agree within 0.05 electron and that the two conductances agree within $0.10\,e^2/h$, at half filling, near quarter filling and in the mixed-valence regime. At half filling it also asserts that the response of a flavour to its own level equals the impurity density of states within 6%; the output shows deviations of 1% and 2%. For $U=12.57\Delta$ the Wilson ratio is 1.36 at half filling and 1.35 near quarter filling, while for $U=0.94\Delta$ at half filling it is 1.19. Separate assertions compare a free level on the logarithmic chain with its expected occupation, and the transmission through unequal leads from wave matching (0.320) with the sum-rule value (0.317).

## Program and output

```python
"""SU(4) quantum dot: Friedel sum rule, conductance and Wilson ratio.

Claims under test, at zero temperature with N = 4 flavours:
  conductance = (e^2/h) * 4 sin^2(pi n/4) for equal leads,
  Wilson ratio = N/(N-1) = 4/3 when the dot charge is frozen.
Symbols: n = dot occupation, delta = phase shift at the Fermi level,
Delta = half-width of the free level, U = repulsion per electron pair,
chi_same, chi_other = -d n_m / d eps_m' for m' = m and m' != m,
rho = (1/pi) d delta/dE = impurity density of states per flavour.
Energies are in units of the half-bandwidth D = 1.
Method: numerical renormalization group on a logarithmic (Wilson) chain.
Phase shifts are read from one-electron addition and removal energies,
occupations from the ground-state wavefunction.
"""
from collections import defaultdict
from itertools import product
import numpy as np
from scipy.integrate import quad
from scipy.constants import e as charge, h as planck

N = 4
LAM = 8.0                       # logarithmic discretization parameter
DELTA = 0.02
LONG = 12                       # sites per flavour, dot included
A_LAM = 0.5 * np.log(LAM) * (LAM + 1) / (LAM - 1)   # bath density factor
V_DOT = np.sqrt(2 * DELTA * A_LAM / np.pi)
k = np.arange(30)
HOPS = (0.5 * (1 + 1 / LAM) * (1 - LAM ** (-k - 1.0)) * LAM ** (-k / 2)
        / np.sqrt((1 - LAM ** (-2.0 * k - 1)) * (1 - LAM ** (-2.0 * k - 3))))
CONFIGS = list(product((0, 1), repeat=N))
UNIT = [tuple(int(i == m) for i in range(N)) for m in range(N)]


def plus(a, b):
    return tuple(x + y for x, y in zip(a, b))


def minus(a, b):
    return tuple(x - y for x, y in zip(a, b))


def prefix_sign(s, m):
    return -1.0 if sum(s[:m]) % 2 else 1.0


def solve_dot(levels, U):
    """Return ground-state dot occupation and one-electron energies."""
    energy, occ = {}, {}
    create = [{} for _ in range(N)]
    for s in CONFIGS:
        ns = sum(s)
        energy[s] = np.array([np.dot(s, levels) + U * ns * (ns - 1) / 2])
        occ[s] = np.array([[float(ns)]])
        for m in range(N):
            if s[m] == 0:
                create[m][s] = np.array([[prefix_sign(s, m)]])
    spectra = {}
    for sites in range(2, LONG + 1):
        hop = V_DOT if sites == 2 else HOPS[sites - 3]
        parts = defaultdict(list)
        for q in energy:
            for s in CONFIGS:
                parts[plus(q, s)].append((s, q))
        place, vals, vecs = {}, {}, {}
        for Q, members in parts.items():
            where, start = {}, 0
            for s, q in members:
                stop = start + len(energy[q])
                where[s] = (slice(start, stop), q)
                start = stop
            H = np.zeros((start, start))
            diagonal = np.concatenate([energy[q] for s, q in members])
            H[np.arange(start), np.arange(start)] = diagonal
            for s, (sl, q) in where.items():
                for m in range(N):
                    if s[m] == 0:
                        continue
                    s2 = minus(s, UNIT[m])
                    if s2 not in where:
                        continue
                    sl2 = where[s2][0]
                    sign = prefix_sign(s, m) * (-1.0) ** (sum(s) - 1)
                    block = hop * sign * create[m][q]
                    H[sl2, sl] = block
                    H[sl, sl2] = block.T
            vals[Q], vecs[Q] = np.linalg.eigh(H)
            place[Q] = where
        ground = min(vals, key=lambda Q: vals[Q][0])
        e0 = vals[ground][0]
        if sites % 2 == 0 and sites >= 8:
            add = [vals[plus(ground, u)][0] - e0 for u in UNIT]
            rem = [vals[minus(ground, u)][0] - e0 for u in UNIT]
            spectra[sites] = (np.array(add), np.array(rem))
        if sites == LONG:
            vec = vecs[ground][:, 0]
            n_dot = sum(vec[sl] @ occ[q] @ vec[sl]
                        for sl, q in place[ground].values())
            return n_dot, spectra
        # discard high states, cutting at the widest gap in a window
        flat = np.sort(np.concatenate(list(vals.values()))) - e0
        cut = np.inf
        if len(flat) > 650:
            i = 400 + int(np.argmax(np.diff(flat[400:650])))
            cut = 0.5 * (flat[i] + flat[i + 1])
        energy, kept = {}, {}
        for Q in vals:
            count = int(np.sum(vals[Q] - e0 < cut))
            if count:
                energy[Q] = vals[Q][:count] - e0
                kept[Q] = vecs[Q][:, :count]
        new_occ = {}
        new_create = [{} for _ in range(N)]
        for Q, W in kept.items():
            new_occ[Q] = sum(W[sl].T @ occ[q] @ W[sl]
                             for sl, q in place[Q].values())
            for m in range(N):
                Q2 = plus(Q, UNIT[m])
                if Q2 not in kept:
                    continue
                W2 = kept[Q2]
                mat = np.zeros((W2.shape[1], W.shape[1]))
                for s, (sl, q) in place[Q].items():
                    if s[m] == 0:
                        s2 = plus(s, UNIT[m])
                        if s2 in place[Q2]:
                            sl2 = place[Q2][s2][0]
                            mat += prefix_sign(s, m) * (W2[sl2].T @ W[sl])
                new_create[m][Q] = mat
        occ, create = new_occ, new_create


def quasiparticle(spectra, sites):
    """Phase shifts and resonance half-widths from one-electron energies.

    A resonant level on the same chain has w - e = v2 * g(w); the addition
    and removal energies give two equations for e and v2.
    """
    t = HOPS[:sites - 2]
    e, v = np.linalg.eigh(np.diag(t, 1) + np.diag(t, -1))

    def g(w):
        return np.sum(v[0] ** 2 / (w[:, None] - e), axis=1)

    w1, w2 = spectra[sites][0], -spectra[sites][1]
    v2 = (w1 - w2) / (g(w1) - g(w2))
    cot = (w1 / v2 - g(w1)) * 2 * A_LAM / np.pi
    return np.arctan2(1.0, cot), np.pi * v2 / (2 * A_LAM)


# --- Free level: error caused by the logarithmic bath ---
t_free = np.concatenate(([V_DOT], HOPS[:18]))
H_free = np.diag(t_free, 1) + np.diag(t_free, -1)
H_free[0, 0] = DELTA
e_free, v_free = np.linalg.eigh(H_free)
n_free = np.sum(v_free[0, e_free < 0] ** 2)
assert abs(n_free - 0.25) < 0.015   # finite band and discrete bath

# --- Transmission with unequal leads from wave matching at E = 0 ---
# Lead hopping 1; unknowns: reflected, transmitted and dot amplitudes.
vL, vR = 0.10, 0.05
width = vL ** 2 + vR ** 2
eps = width
ph = 1j                              # exp(ik) at the band centre
M = np.array([[1, 0, -vL], [0, 1, -vR], [vL * ph, vR * ph, -eps]])
rhs = np.array([-1, 0, -vL / ph])
refl, trans, dot_amp = np.linalg.solve(M, rhs)
T_scatt = abs(trans) ** 2
assert abs(abs(refl) ** 2 + T_scatt - 1) < 1e-10


def integrand(w):
    s = width * (w - np.sqrt(w * w + 4)) / 2
    return eps / (eps ** 2 + (w - s) ** 2)


area = (quad(integrand, 0, 0.2, limit=200)[0]
        + quad(integrand, 0.2, np.inf, limit=200)[0])
n_lead = 0.5 - area / np.pi
prefactor = 4 * vL ** 2 * vR ** 2 / width ** 2
T_rule = prefactor * np.sin(np.pi * n_lead) ** 2
assert abs(T_scatt - T_rule) < 0.006     # finite lead bandwidth

# --- Interacting dot ---
G0 = charge ** 2 / planck * 1e6
print(f"half-bandwidth D = 1; Delta = {DELTA:.3f} D")
print(f"chain parameter = {LAM:.0f}; sites per flavour = {LONG}")
print(f"free level at eps = Delta: n per flavour = {n_free:.4f}")
print(f"unequal leads: v_L = {vL:.2f}, v_R = {vR:.2f} lead hopping")
print(f"  level = {eps:.4f} lead hopping; n = {n_lead:.4f}")
print(f"  prefactor 4 D_L D_R/D_tot^2 = {prefactor:.4f}")
print(f"  transmission: scattering {T_scatt:.4f}, rule {T_rule:.4f}")
print(f"e^2/h = {G0:.4f} microsiemens")


def friedel_report(name, U, eps_d, n_dot, phase):
    n_phase = phase.sum() / np.pi
    g_phase = np.sum(np.sin(phase) ** 2)
    g_rule = 4 * np.sin(np.pi * n_dot / 4) ** 2
    print(f"{name}: U = {U/DELTA:.3f} Delta, eps_d = {eps_d/DELTA:.3f} Delta")
    print(f"  n from wavefunction = {n_dot:.4f}, from phases = {n_phase:.4f}")
    print(f"  mean phase shift = {phase.mean()/np.pi:.4f} pi")
    print(f"  G from phases = {g_phase:.4f} e^2/h")
    print(f"  G from 4 sin^2(pi n/4) = {g_rule:.4f} e^2/h"
          f" = {g_rule*G0:.2f} microsiemens")
    # tolerances: finite band and logarithmic bath
    assert abs(n_dot - n_phase) < 0.05
    assert abs(g_phase - g_rule) < 0.10


# Half filling: field on one flavour separates chi_same and chi_other.
# Particle-hole symmetry fixes the zero-field phase shift at pi/2.
ratio = {}
for name, u, field, slope_sites in (("half filling, weak U", 0.3, 0.05, 8),
                                    ("half filling, strong U", 4.0, 0.01, 10)):
    U = u * np.pi * DELTA
    eps_d, b = -1.5 * U, field * DELTA
    n_dot, spectra = solve_dot(eps_d + b * np.array([1, 0, 0, 0]), U)
    phase = quasiparticle(spectra, LONG)[0]
    res_width = quasiparticle(spectra, slope_sites)[1].mean()
    friedel_report(name, U, eps_d, n_dot, phase)
    rho = np.mean(np.sin(phase) ** 2) / (np.pi * res_width)
    chi_same = (np.pi / 2 - phase[0]) / (np.pi * b)
    chi_other = (np.pi / 2 - phase[1:].mean()) / (np.pi * b)
    R = (chi_same - chi_other) / rho
    frozen = (chi_same + 3 * chi_other) / chi_same
    ratio[name] = R
    print(f"  field = {field:.3f} Delta; width = {res_width/DELTA:.4f} Delta")
    print(f"  rho = {rho*DELTA:.4f}, chi_same = {chi_same*DELTA:.4f},"
          f" chi_other = {chi_other*DELTA:.4f} (1/Delta)")
    print(f"  chi_same/rho = {chi_same/rho:.4f}")
    print(f"  (chi_same + 3 chi_other)/chi_same = {frozen:.4f}")
    print(f"  1 - chi_other/chi_same = {1-chi_other/chi_same:.4f}")
    print(f"  Wilson ratio = {R:.4f}")
    assert abs(chi_same / rho - 1) < 0.06    # finite chain and bath
    if u > 1:
        assert abs(frozen) < 0.06
        assert abs(1 - chi_other / chi_same - N / (N - 1)) < 0.02
        assert abs(R - N / (N - 1)) < 0.07
assert ratio["half filling, weak U"] < ratio["half filling, strong U"] - 0.05

# Quarter filling: traceless field, even-order terms cancel.
U = 4.0 * np.pi * DELTA
eps_d, b = -0.5 * U, 0.01 * DELTA
n_dot, spectra = solve_dot(eps_d + b * np.array([1, 1, -1, -1]), U)
phase = quasiparticle(spectra, LONG)[0]
res_width = quasiparticle(spectra, 10)[1].mean()
friedel_report("quarter filling, strong U", U, eps_d, n_dot, phase)
rho = np.mean(np.sin(phase) ** 2) / (np.pi * res_width)
chi_spin = (phase[2:].mean() - phase[:2].mean()) / (2 * np.pi * b)
R = chi_spin / rho
print(f"  field = {b/DELTA:.3f} Delta; width = {res_width/DELTA:.4f} Delta")
print(f"  rho = {rho*DELTA:.4f}, chi_same - chi_other ="
      f" {chi_spin*DELTA:.4f} (1/Delta)")
print(f"  Wilson ratio = {R:.4f}")
assert abs(n_dot - 1) < 0.1
assert abs(R - N / (N - 1)) < 0.08           # finite chain and bath

# Mixed valence: non-integer occupation.
n_dot, spectra = solve_dot(np.zeros(N), U)
phase = quasiparticle(spectra, LONG)[0]
friedel_report("mixed valence", U, 0.0, n_dot, phase)
assert 0.2 < n_dot < 0.9

print(f"Kondo-limit value N/(N-1) = {N/(N-1):.4f}")
print("all assertions hold")
```

Output:

```
half-bandwidth D = 1; Delta = 0.020 D
chain parameter = 8; sites per flavour = 12
free level at eps = Delta: n per flavour = 0.2482
unequal leads: v_L = 0.10, v_R = 0.05 lead hopping
  level = 0.0125 lead hopping; n = 0.2485
  prefactor 4 D_L D_R/D_tot^2 = 0.6400
  transmission: scattering 0.3200, rule 0.3170
e^2/h = 38.7405 microsiemens
half filling, weak U: U = 0.942 Delta, eps_d = -1.414 Delta
  n from wavefunction = 1.9921, from phases = 1.9921
  mean phase shift = 0.4980 pi
  G from phases = 3.9969 e^2/h
  G from 4 sin^2(pi n/4) = 3.9998 e^2/h = 154.96 microsiemens
  field = 0.050 Delta; width = 0.9537 Delta
  rho = 0.3335, chi_same = 0.3377, chi_other = -0.0600 (1/Delta)
  chi_same/rho = 1.0127
  (chi_same + 3 chi_other)/chi_same = 0.4675
  1 - chi_other/chi_same = 1.1775
  Wilson ratio = 1.1924
half filling, strong U: U = 12.566 Delta, eps_d = -18.850 Delta
  n from wavefunction = 1.9999, from phases = 1.9999
  mean phase shift = 0.5000 pi
  G from phases = 3.9981 e^2/h
  G from 4 sin^2(pi n/4) = 4.0000 e^2/h = 154.96 microsiemens
  field = 0.010 Delta; width = 0.2679 Delta
  rho = 1.1878, chi_same = 1.2133, chi_other = -0.4001 (1/Delta)
  chi_same/rho = 1.0215
  (chi_same + 3 chi_other)/chi_same = 0.0108
  1 - chi_other/chi_same = 1.3297
  Wilson ratio = 1.3583
quarter filling, strong U: U = 12.566 Delta, eps_d = -6.283 Delta
  n from wavefunction = 1.0454, from phases = 1.0516
  mean phase shift = 0.2629 pi
  G from phases = 2.1618 e^2/h
  G from 4 sin^2(pi n/4) = 2.1424 e^2/h = 83.00 microsiemens
  field = 0.010 Delta; width = 0.2706 Delta
  rho = 0.6356, chi_same - chi_other = 0.8570 (1/Delta)
  Wilson ratio = 1.3482
mixed valence: U = 12.566 Delta, eps_d = 0.000 Delta
  n from wavefunction = 0.4835, from phases = 0.4913
  mean phase shift = 0.1228 pi
  G from phases = 0.5665 e^2/h
  G from 4 sin^2(pi n/4) = 0.5497 e^2/h = 21.29 microsiemens
Kondo-limit value N/(N-1) = 1.3333
all assertions hold
```
